\section*{Pairing of UHF natural occupations and choice of an active space}

\section*{Setting}

An unrestricted Hartree--Fock (UHF) calculation gives a single determinant $\Phi$ with $n_a$ spin-up and $n_b\le n_a$ spin-down electrons. The occupied spatial orbitals $\varphi^a_1,\dots,\varphi^a_{n_a}$ are real and orthonormal, and so are $\varphi^b_1,\dots,\varphi^b_{n_b}$. Both sets lie in the same space of $M$ orbitals, but they need not be orthogonal to each other. Their overlap matrix is
\begin{equation}
T_{ij}=\langle\varphi^a_i|\varphi^b_j\rangle .
\end{equation}
The natural orbitals are the eigenvectors of the spin-summed one-electron density operator $P$, and their occupations $n$ are its eigenvalues. Spin is measured in units of $\hbar$.

\section*{Part (a): corresponding orbitals}

\textbf{Question.} Show that each occupied set can be rotated within itself so that every spin-down orbital overlaps with at most one spin-up orbital. What happens to $\Phi$?

\textbf{Answer.} Write the singular value decomposition $T=U D V^{T}$. Here $U$ ($n_a\times n_a$) and $V$ ($n_b\times n_b$) are orthogonal, and $D$ is an $n_a\times n_b$ matrix whose only non-zero elements are $D_{ii}=d_i\ge 0$. Define
\begin{equation}
a_i=\sum_k \varphi^a_k U_{ki},\qquad b_j=\sum_l\varphi^b_l V_{lj}.
\end{equation}
Both new sets are orthonormal, because $U$ and $V$ are orthogonal, and
\begin{equation}
\langle a_i|b_j\rangle=\sum_{kl}U_{ki}T_{kl}V_{lj}=(U^{T}TV)_{ij}=D_{ij}=d_i\delta_{ij}.
\label{overlap}
\end{equation}
For $i>n_b$ the row of $D$ is zero, so these leftover $a_i$ are orthogonal to every $b_j$. The Cauchy--Schwarz inequality for normalized orbitals gives $d_i\le1$.

The rotation multiplies $\Phi$ by $\det U\,\det V=\pm1$, so the physical state is unchanged. The $a_i$ and $b_i$ are called corresponding orbitals.

\section*{Part (b): the natural occupations}

\textbf{Question.} Find all eigenvalues of $P$ and the natural orbitals. When can every non-zero occupation that differs from 1 be given a partner so that all pairs have a common sum?

\textbf{Answer.} For each spin, a determinant fills its occupied orbitals once and leaves the orthogonal complement empty. Its density operator for that spin is therefore the projector on the occupied space, and
\begin{equation}
P=\sum_{i=1}^{n_a}|a_i\rangle\langle a_i|+\sum_{j=1}^{n_b}|b_j\rangle\langle b_j| .
\end{equation}
For $i\le n_b$, orthonormality within each set and Eq.~\eqref{overlap} give
\begin{equation}
Pa_i=a_i+d_ib_i,\qquad Pb_i=b_i+d_ia_i .
\end{equation}
$P$ thus maps the span of $a_i$ and $b_i$ into itself, and spans with different $i$ are orthogonal. Adding or subtracting the two equations gives
\begin{align}
P(a_i\pm b_i)&=a_i+d_ib_i\pm b_i\pm d_ia_i\nonumber\\
&=(1\pm d_i)a_i\pm(1\pm d_i)b_i
=(1\pm d_i)(a_i\pm b_i).
\end{align}
The squared norm is $\|a_i\pm b_i\|^2=1+1\pm2d_i=2(1\pm d_i)$. For $d_i<1$ the normalized natural orbitals and their occupations are
\begin{equation}
g_i=\frac{a_i+b_i}{\sqrt{2(1+d_i)}},\quad n=1+d_i;\qquad
u_i=\frac{a_i-b_i}{\sqrt{2(1-d_i)}},\quad n=1-d_i .
\label{no}
\end{equation}
They are orthogonal, since $\langle a_i+b_i|a_i-b_i\rangle=1-d_i+d_i-1=0$. The two occupations sum to 2.

The remaining cases are as follows.
\begin{itemize}
\item If $d_i=1$, then $\|a_i-b_i\|^2=0$, so $a_i=b_i$. The span has one dimension and contributes a single orbital with $n=2$.
\item If $d_i=0$, both occupations are 1. Any orthonormal combinations of $a_i$ and $b_i$ are then natural orbitals.
\item Each of the $n_a-n_b$ leftover orbitals obeys $Pa_i=a_i$. It has $n=1$ and no partner.
\item Everything orthogonal to all $a_i$ and $b_j$ has $n=0$.
\end{itemize}

Let $r$ be the number of unit overlaps. The occupied orbitals span $n_a+n_b-r$ dimensions, which leaves $M-n_a-n_b+r$ empty natural orbitals. A doubly occupied orbital can be paired with any of these, but $\Phi$ does not say which. All $r$ such pairs can be completed if $M-n_a-n_b+r\ge r$, that is, if $M\ge n_a+n_b$. Under this condition the occupations consist of $n_b$ pairs summing to 2, the $n_a-n_b$ leftover values 1, and $M-n_a-n_b$ further zeros that have no partner.

The proof does not use the Hartree--Fock equations. The pairing is a property of any single determinant built from pure spin-up and pure spin-down orbitals, whether or not these are optimized.

\section*{Part (c): connection with spin contamination}

\textbf{Question.} Express $\langle S^2\rangle$ through the $d_i$, and relate each contribution to the occupations of one pair.

\textbf{Answer.} Use $S^2=S_z(S_z+1)+S_-S_+$. The determinant has $S_z=s=(n_a-n_b)/2$, and $\langle S_-S_+\rangle=\|S_+\Phi\|^2$ because $S_-$ is the adjoint of $S_+$.

The operator $S_+$ turns a spin-down electron into a spin-up electron in the same spatial orbital. Its form is the same in every orthonormal spatial basis, so choose one containing the $b_j$. Then $S_+\Phi$ is a sum of $n_b$ terms. In term $j$ the spin-down electron in $b_j$ is removed and a spin-up electron is added in $b_j$. By the Pauli principle, only the part of $b_j$ outside the occupied spin-up space survives:
\begin{equation}
b_j-d_ja_j,\qquad \|b_j-d_ja_j\|^2=1-2d_j^2+d_j^2=1-d_j^2 .
\end{equation}
Terms with different $j$ lack different spin-down orbitals and are therefore orthogonal, so their squared norms add:
\begin{equation}
\langle S^2\rangle=s(s+1)+\sum_{j=1}^{n_b}(1-d_j^2).
\label{s2}
\end{equation}
Since $1-d_j^2=(1+d_j)(1-d_j)$, each contribution is the product of the two occupations of a pair. A pair contributes to spin contamination exactly when its occupations depart from 2 and 0. As $d_j\to1$ the pair is closed-shell and contributes nothing. As $d_j\to0$ it consists of two singly occupied orbitals with opposite spins and contributes 1.

\section*{Part (d): a selection rule}

\textbf{Question.} An active space is to contain the natural orbitals with $\varepsilon<n<2-\varepsilon$, where $0<\varepsilon<1$. Show that the rule does not split pairs, and count the active electrons and orbitals. When does the rule give no guidance?

\textbf{Answer.} The upper member of a pair has $1+d_i\ge1>\varepsilon$, so it is kept if $1+d_i<2-\varepsilon$. The lower member has $1-d_i\le1<2-\varepsilon$, so it is kept if $1-d_i>\varepsilon$. Both conditions read
\begin{equation}
d_i<1-\varepsilon ,
\end{equation}
so both members are kept or both are dropped. The leftover orbitals with $n=1$ are always kept.

If $k$ pairs are kept, there are $2k+n_a-n_b$ active orbitals. The upper members of the $n_b-k$ dropped pairs form a doubly occupied core, which leaves
\begin{equation}
n_a+n_b-2(n_b-k)=2k+n_a-n_b
\end{equation}
active electrons. The numbers of active electrons and orbitals are equal.

The value of $\varepsilon$ is a convention, and a choice is convincing only if it survives a reasonable change of $\varepsilon$. If the UHF solution coincides with a closed-shell restricted (RHF) solution, every $d_i$ is 1 and nothing is selected. This does not prove that correlation is weak.

\section*{Part (e): what the active space retains}

\textbf{Question.} Find the weight $W$ of $\Phi$ in the space of all determinants with the core doubly occupied and the active electrons distributed freely at fixed $S_z$. What changes if two pairs have the same $d$, only one is kept, and its lower orbital is exchanged with that of the dropped pair?

\textbf{Answer.} Equation~\eqref{no} gives $a_i+b_i=\sqrt{2(1+d_i)}\,g_i$ and $a_i-b_i=\sqrt{2(1-d_i)}\,u_i$. Half the sum and half the difference of these are
\begin{equation}
a_i=\sqrt{\tfrac{1+d_i}{2}}\,g_i+\sqrt{\tfrac{1-d_i}{2}}\,u_i,\qquad
b_i=\sqrt{\tfrac{1+d_i}{2}}\,g_i-\sqrt{\tfrac{1-d_i}{2}}\,u_i .
\label{inverse}
\end{equation}
The orbitals of a kept pair, and the leftover $a_i$, lie wholly in the active space and cause no loss. In a dropped pair only the part with both electrons in $g_i$ is retained. Its amplitude is the product of two factors $\sqrt{(1+d_i)/2}$, one for each spin. Different pairs occupy orthogonal spaces, so the amplitudes multiply, and the weight is the square:
\begin{equation}
W=\prod_{i\ \mathrm{dropped}}\left(\frac{1+d_i}{2}\right)^2 .
\label{weight}
\end{equation}

Now let pair $p$ be kept and pair $q$ dropped, with $d_p=d_q=d$. Their lower orbitals have equal occupations, so a diagonalization of $P$ may return them in either order, or mixed. Suppose that $g_p$ is kept together with $u_q$. The core requires $g_q$ to be filled, and of the occupied orbitals only $a_q$ and $b_q$ contain $g_q$. They are then used up, and $u_q$ stays empty. The orbitals $a_p$ and $b_p$ can contribute only through $g_p$, because $u_p$ is now outside the space. This costs a further factor $[(1+d)/2]^2$.

Equation~\eqref{weight} thus requires matched partners, which are obtained by forming $g_i$ and $u_i$ from the same $a_i$ and $b_i$. A window that keeps or drops the whole degenerate set avoids the difficulty.

\section*{Part (f): the carbon dimer}

\textbf{Question.} For C$_2$ at a chosen bond length of 1.25~\AA, in the 6-31G basis with 18 functions and $n_a=n_b=6$, an internally stable real UHF solution has the overlaps
\[
0.999999,\quad 0.999999,\quad 0.998127,\quad 0.765561,\quad 0.765561,\quad 0.232526 .
\]
Find the occupations and $\langle S^2\rangle$, choose an active space with $\varepsilon=0.02$, and examine its sensitivity to $\varepsilon$. Calculate $W$.

\textbf{Answer.} Since $M=18\ge12$, all pairs can be completed. The occupations $1\pm d_i$ are
\begin{center}
\begin{tabular}{ccc}
pair & upper & lower\\
1, 2 & 1.999999 & 0.000001\\
3 & 1.9981 & 0.0019\\
4, 5 & 1.7656 & 0.2344\\
6 & 1.2325 & 0.7675
\end{tabular}
\end{center}
With $s=0$, and with pairs 1 and 2 negligible, Eq.~\eqref{s2} gives
\begin{equation}
\langle S^2\rangle\approx0.0037+2(0.4139)+0.9459=1.777 .
\end{equation}
The printed value is 1.7775. A singlet would have 0, so this determinant is strongly spin-contaminated. These numbers are not converged with respect to the basis. In cc-pVDZ the overlaps of pairs 3 to 6 become 0.9985, 0.7925, 0.7925 and 0.2414, and $\langle S^2\rangle$ becomes 1.69. The lower occupation of pairs 4 and 5 then falls from 0.234 to about 0.21, but the selection below is unchanged.

The condition $d_i<0.98$ keeps pairs 4, 5 and 6. The active space has 6 electrons in 6 orbitals, written $(6,6)$, above 3 core orbitals. The same space results for any $\varepsilon$ between 0.0019 and 0.2344, so the choice does not depend on a finely set threshold. The degenerate pairs 4 and 5 stay together. All of this refers to the UHF solution given above. A second internally stable real solution exists at a higher energy, $-75.4427$~hartree, and the overlaps listed here do not describe it. It has only two clearly open pairs, with overlaps 0.875 and 0.040, so the same window would select $(4,4)$. The selection therefore depends on which UHF solution is used.

Pairs 1 to 3 are dropped. The first two change $W$ by only about $2\times10^{-6}$, so
\begin{equation}
W\approx\left(\frac{1.998127}{2}\right)^2\approx0.9981 .
\end{equation}

If only pair 6 and one of the degenerate pairs were kept, the weight would be $0.9981\,(1.765561/2)^2=0.7778$. With exchanged partners it would fall by a further factor $(1.765561/2)^2$, to $0.99813\,(1.765561/2)^4=0.6062$. This is also the weight with pair 6 alone, so the mismatched pair would add nothing to $W$. The numerical check confirms these weights by explicit sums over determinants.

\section*{Part (g): judging the choice}

\textbf{Question.} The lowest singlet energies from configuration interaction in the active space with fixed orbitals (CASCI) are given below in hartree. The UHF energy is $-75.4822$.
\begin{center}
\begin{tabular}{lc}
orbitals and active space & energy\\
UHF natural, $(2,2)$ & $-75.4282$\\
UHF natural, $(6,6)$ & $-75.5635$\\
UHF natural, $(8,8)$ & $-75.5899$\\
canonical RHF, $(6,6)$ & $-75.5207$
\end{tabular}
\end{center}
The $(8,8)$ singlet has natural occupations 1.9859, 1.8685, 1.8685, 1.5568, 0.4401, 0.1343, 0.1343 and 0.0116. What do these data say about the choice in part (f)?

\textbf{Answer.} Each CASCI energy is a variational upper bound to the lowest singlet energy in this basis, so a lower value is better. At equal size, the UHF natural orbitals give an energy 0.0427~hartree (from the unrounded values) below that from the canonical orbitals of the RHF solution used here. That RHF solution, at $-75.3489$~hartree, is not the lowest one. The canonical orbitals of a lower solution, at $-75.3681$~hartree, give a still higher $(6,6)$ energy of $-75.5110$~hartree. This supports the UHF natural orbitals for this molecule and basis, but it is not a general theorem.

The $(6,6)$ energy lies 0.0813~hartree, or 2.21~eV, below UHF. This is not a correlation energy of a pure singlet reference, because the UHF state is a spin mixture. The $(2,2)$ singlet even lies above UHF. No variational bound forbids this. Its space contains only 0.606 of the UHF determinant, and even with $W=1$ the UHF energy would bound only the lowest state of any spin in the space, not the lowest singlet.

Going from $(6,6)$ to $(8,8)$ raises $W$ by only 0.0019 but lowers the energy by 0.0264~hartree. $W$ measures how much of the UHF determinant is retained, not how accurate the energy is.

The correlated occupations show the same limitation. For the most open pair, UHF gives 1.23 and 0.77, while the singlet has 1.56 and 0.44, so UHF exaggerates its open-shell character. For the pair dropped from $(6,6)$, UHF gives a lower occupation of 0.0019, while the singlet has 0.0116, so UHF understates its correlation. Applied to the $(8,8)$ occupations, $\varepsilon=0.02$ again selects six orbitals, but $\varepsilon=0.01$ selects all eight orbitals, though narrowly, since the smallest occupation is 0.0116 here and 0.0104 in cc-pVDZ. The $(6,6)$ space is a reasonable compact choice, and $(8,8)$ is the natural enlargement to test.

Pairing the unrounded $(8,8)$ occupations from the outside inwards gives the sums 1.9975, 2.0028, 2.0028 and 1.9970. They are close to 2 but not equal to it. The proof in part (b) holds only for a single determinant, so it does not force these sums to be 2.

The energies leave out orbital optimization, correlation outside the active space and the effect of a larger basis. In cc-pVDZ the differences 0.0427, 0.0813 and 0.0264~hartree become 0.0486, 0.0810 and 0.0244~hartree. Optimizing the $(8,8)$ orbitals in 6-31G changes the most open pair to 1.58 and 0.42 and the smallest occupation to 0.014. The qualitative conclusions above survive both changes. They compare active spaces and are not predictions of measured energies.

\section*{Calculated quantities}
\begin{verbatim}
largest occupation error, test determinants: 2.7e-15
largest <S^2> error, test determinants: 4.9e-15
C2 bond length: 1.25 angstrom; basis 6-31G
basis functions: 18; electrons of each spin: 6
RHF energy: -75.348900 hartree
UHF energy: -75.482154 hartree
UHF <S^2>: 1.77751 (dimensionless)
pair: overlap d, upper occupation, lower occupation (electrons)
  1: 0.999999, 1.999999, 0.000001
  2: 0.999999, 1.999999, 0.000001
  3: 0.998127, 1.998127, 0.001873
  4: 0.765561, 1.765561, 0.234439
  5: 0.765561, 1.765561, 0.234439
  6: 0.232526, 1.232526, 0.767474
largest UHF pair-sum deviation from 2: 6.7e-15 electrons
window 0.005 to 1.995 electrons: 6 orbitals
window 0.010 to 1.990 electrons: 6 orbitals
window 0.020 to 1.980 electrons: 6 orbitals
window 0.050 to 1.950 electrons: 6 orbitals
window 0.100 to 1.900 electrons: 6 orbitals
window 0.200 to 1.800 electrons: 6 orbitals
selected at threshold 0.02: 6 electrons in 6 orbitals
doubly occupied core orbitals: 3
pairs kept: UHF weight in space, singlet CASCI energy (hartree)
  1: 0.606173, -75.428166
  2: 0.777841, -75.487795  (cuts a degenerate set)
  3: 0.998126, -75.563464
  4: 0.999998, -75.589859
UHF weight, 2 pairs kept, partners exchanged: 0.606173
selected size, canonical RHF orbitals: -75.520721 hartree
selected CASCI minus UHF: -0.081309 hartree
the same difference: -2.213 eV
four-pair CASCI occupations (electrons):
  1.98587, 1.86851, 1.86851, 1.55684, 0.44014, 0.13427, 0.13427, 0.01160
sums of CASCI occupations, outermost pair first (electrons):
  1.99746, 2.00278, 2.00278, 1.99698
\end{verbatim}
